# Positivity and log-convexity of the imaginary-time Green's function as data tests

A set of values of \(G(\tau)\) has come out of a calculation, and one has to decide whether to extract a spectrum from it or to go back and repair it. Some faults can be recognized without knowing the right answer, because a fermion Green's function for a single orbital obeys exact inequalities: \(-G(\tau)\) is positive, its logarithm is convex, and its even derivatives are never negative. Data that break one of these by several standard deviations should not be passed on. A violation by a single standard deviation is not enough: when many grid points are inspected and the true values are small compared with the noise, correct data show one often.

## Definitions

Let \(K=H-\mu N\) be Hermitian, \(\beta=1/(k_BT)\) and \(Z=\mathrm{Tr}\,e^{-\beta K}\). The operator \(c\) annihilates a fermion in one normalized orbital, so \(cc^\dagger+c^\dagger c=1\). With

\[
c(\tau)=e^{\tau K}c\,e^{-\tau K},\qquad G(\tau)=-\langle T\,c(\tau)c^\dagger\rangle ,
\]

\(\tau\) is an inverse energy; \(\hbar\tau\) is the imaginary time in seconds. For \(0<\tau<\beta\) the time ordering leaves the operators as written, and \(g(\tau)\equiv-G(\tau)\) is

\[
g(\tau)=\frac1Z\mathrm{Tr}\left[e^{-(\beta-\tau)K}\,c\,e^{-\tau K}c^\dagger\right].
\]

As \(\tau\to0\) this becomes \(\langle cc^\dagger\rangle=1-n\), where \(n=\langle c^\dagger c\rangle\) is the occupation. As \(\tau\to\beta\) it becomes \(\mathrm{Tr}[c\,e^{-\beta K}c^\dagger]/Z=n\), by cyclic invariance of the trace. Hence \(g(0^+)+g(\beta^-)=1\).

Both derivations below are first made for a finite system, where all sums are finite.

## First derivation: the spectrum

Take the trace in eigenstates of \(K\), \(K|m\rangle=E_m|m\rangle\), and insert a complete set after \(c\):

\[
g(\tau)=\frac1Z\sum_{mn}e^{-(\beta-\tau)E_m}e^{-\tau E_n}|\langle m|c|n\rangle|^2
=\sum_{mn}\frac{e^{-\beta E_m}}{Z}|\langle m|c|n\rangle|^2e^{-\varepsilon_{mn}\tau},
\]

with \(\varepsilon_{mn}=E_n-E_m\). Define the spectral function

\[
A(\varepsilon)=\sum_{mn}\frac{e^{-\beta E_m}+e^{-\beta E_n}}{Z}|\langle m|c|n\rangle|^2\,\delta(\varepsilon-\varepsilon_{mn})\ \ge 0 .
\]

Its integral is \(\langle cc^\dagger\rangle+\langle c^\dagger c\rangle=1\). Since \(e^{-\beta E_n}=e^{-\beta E_m}e^{-\beta\varepsilon_{mn}}\), the sum of the two Boltzmann factors is \(e^{-\beta E_m}(1+e^{-\beta\varepsilon_{mn}})\). Dividing by the bracket restores the factor in \(g\):

\[
g(\tau)=\int d\varepsilon\,A(\varepsilon)\,\frac{e^{-\varepsilon\tau}}{1+e^{-\beta\varepsilon}} .
\]

Every factor is non-negative and \(A\) has total weight 1, so \(g>0\). Each derivative brings down a factor \(-\varepsilon\):

\[
g^{(k)}(\tau)=\int d\varepsilon\,A(\varepsilon)(-\varepsilon)^k\frac{e^{-\varepsilon\tau}}{1+e^{-\beta\varepsilon}} .
\]

For even \(k\ge2\) the integrand is non-negative. The integral vanishes only if all weight sits at \(\varepsilon=0\); then \(g=1/2\) throughout. Apart from this case the even derivatives are strictly positive. For odd \(k\), poles at positive and negative energy contribute with opposite signs, and no general sign follows.

For the logarithm, define an average with normalized weights,

\[
\langle f\rangle_\tau=\frac1{g(\tau)}\int d\varepsilon\,A(\varepsilon)\frac{e^{-\varepsilon\tau}}{1+e^{-\beta\varepsilon}}f(\varepsilon).
\]

Then \(g'=-g\langle\varepsilon\rangle_\tau\) and \(g''=g\langle\varepsilon^2\rangle_\tau\), so

\[
(\ln g)''=\frac{g''}{g}-\left(\frac{g'}{g}\right)^2
=\langle\varepsilon^2\rangle_\tau-\langle\varepsilon\rangle_\tau^2\ \ge0 .
\]

The curvature of \(\ln g\) is the variance of the pole energies that matter at \(\tau\). It is zero for a single pole, where \(\ln g\) is a straight line, and positive otherwise. Log-convexity is stronger than convexity: it gives \(g''\ge g'^2/g\ge0\), whereas a positive sloping straight line is convex but has a concave logarithm.

Two limits show what the temperature does. Suppose first that \(\beta\to\infty\) at fixed \(\tau\). For \(\varepsilon<0\) the kernel is at most \(e^{-|\varepsilon|(\beta-\tau)}\) and vanishes. What remains is a sum of decaying exponentials, with at most a constant from \(\varepsilon=0\), and in this limit the odd derivatives do acquire a sign: they are not positive. If instead \(\beta|\varepsilon|\ll1\) for all poles, the kernel is close to \(1/2\), and \(g''\approx\frac12\int A\varepsilon^2d\varepsilon\). Over the short interval \(\beta\) this bends \(g\) below the straight line joining its end values by only \(g''\beta^2/8\approx\frac{\beta^2}{16}\int A\varepsilon^2d\varepsilon\) at the midpoint, so the curvature is hard to see above noise.

## Second derivation: a matrix norm

The trace can also be used without eigenstates. Define

\[
X_\tau=e^{-(\beta-\tau)K/2}\,c\,e^{-\tau K/2}.
\]

For two times \(\tau_1,\tau_2\), with mean \(\bar\tau=(\tau_1+\tau_2)/2\), joining the exponentials under the trace gives

\[
\mathrm{Tr}[X_{\tau_1}X_{\tau_2}^\dagger]
=\mathrm{Tr}\left[e^{-(\beta-\bar\tau)K}c\,e^{-\bar\tau K}c^\dagger\right]=Z\,g(\bar\tau).
\]

Setting \(\tau_1=\tau_2=\tau\) gives \(g(\tau)=\|X_\tau\|^2/Z\), where \(\|X\|^2=\mathrm{Tr}[XX^\dagger]\) is the sum of the squared moduli of all matrix elements. It is positive because \(c\ne0\) and the exponentials are invertible. For different times, the Cauchy–Schwarz inequality gives

\[
g(\bar\tau)^2\le g(\tau_1)\,g(\tau_2).
\]

Thus \(\ln g\) at a midpoint lies on or below the mean of its end values. Since \(g\) is continuous, this makes \(\ln g\) convex. Letting \(\tau_1\to0\) and \(\tau_2\to\beta\) yields the bound \(g(\beta/2)\le\sqrt{n(1-n)}\).

For the derivatives, let \(D_0=c\) and \(D_{k+1}=[K,D_k]\). Differentiating the two exponentials puts \(K\) to the left of the operator with a plus sign and to its right with a minus sign, so

\[
g^{(k)}(\tau)=\frac1Z\mathrm{Tr}\left[e^{-(\beta-\tau)K}D_k\,e^{-\tau K}c^\dagger\right].
\]

Commutators can be moved to the other operator. For any \(B\), since \(K\) commutes with its exponentials and the trace is cyclic,

\[
\mathrm{Tr}\left[e^{-(\beta-\tau)K}[K,D]e^{-\tau K}B\right]
=\mathrm{Tr}\left[e^{-(\beta-\tau)K}D\,e^{-\tau K}[B,K]\right].
\]

If \(B=D_j^\dagger\), then \([D_j^\dagger,K]=[K,D_j]^\dagger=D_{j+1}^\dagger\), without a change of sign. Starting from \(k=2n\) and moving \(n\) commutators,

\[
g^{(2n)}(\tau)=\frac1Z\left\|e^{-(\beta-\tau)K/2}D_n\,e^{-\tau K/2}\right\|^2\ge0 .
\]

(In this formula and in the differences below, \(n\) is an order, not the occupation.) Equality requires \(D_n=0\). For \(n\ge2\), the same transfer without the exponentials gives \(\mathrm{Tr}[D_{n-1}^\dagger D_{n-1}]=\mathrm{Tr}[D_{n-2}^\dagger D_n]=0\), hence \(D_{n-1}=0\). Repeating this leads to \([K,c]=0\). Then \(g\) is constant, and the endpoint sum fixes it at \(1/2\), as found before.

This route also gives inequalities for tabulated data. For real numbers \(v_i\),

\[
\sum_{ik}v_iv_k\,g\!\left(\frac{\tau_i+\tau_k}2\right)=\frac1Z\Big\|\sum_iv_iX_{\tau_i}\Big\|^2\ge0 .
\]

Choose \(\tau_i=\tau+(2i-n)h\) and \(v_i=(-1)^i\binom ni\), with \(i=0,\dots,n\). The midpoints are \(\tau+(i+k-n)h\). Collecting terms with \(i+k=r\), and using \(\sum_i\binom ni\binom n{r-i}=\binom{2n}r\), gives

\[
\delta^{2n}g(\tau)=\sum_{r=0}^{2n}(-1)^r\binom{2n}r g(\tau+(r-n)h)\ge0 .
\]

This is the central difference of order \(2n\). No derivative has to be estimated, and the inequality holds at any spacing for which the points stay inside the interval.

## What each derivation assumes

Both need a Hermitian \(K\), the same \(K\) in the thermal weight and in the evolution, and the same orbital in \(c\) and \(c^\dagger\). The last condition matters. For orthogonal orbitals 1 and 2, the function \(g_{12}\) formed with \(c_1\) and \(c_2^\dagger\) has end values \(\langle c_1c_2^\dagger\rangle\) and \(\langle c_2^\dagger c_1\rangle\), whose sum is zero. If \(K\) has real matrix elements, \(g_{12}\) is real, and unless both end values vanish it changes sign; for a complex \(K\) it is in general complex, with opposite end values. In the first derivation \(|\langle m|c|n\rangle|^2\) is replaced by a product without definite sign; in the second, a squared norm becomes an inner product of two different matrices.

The first derivation uses a complete set of eigenstates. In return it identifies the log-curvature as a variance, and it extends to a continuous spectrum once a non-negative \(A\) of unit weight is given. The kernel is bounded by \(e^{-\varepsilon\tau}\) for \(\varepsilon>0\) and by \(e^{-|\varepsilon|(\beta-\tau)}\) for \(\varepsilon<0\), so all the derivative integrals converge inside the interval. At \(\tau=0\) this protection is lost for \(\varepsilon>0\), and at \(\tau=\beta\) for \(\varepsilon<0\); the corresponding moment of \(A\) over that half of the energy axis must then exist.

The second derivation needs no diagonalization, only finite traces and the freedom to reorder operators cyclically. Both are guaranteed for finite matrices, but need justification for an infinite system. It leads straight to the data inequalities, while the meaning of the curvature stays hidden.

## Applying the inequalities to data

For values \(g_j\) at spacing \(h\), the quantities to inspect are \(g_j\), the second and fourth differences, and

\[
L_j=g_{j-1}g_{j+1}-g_j^2 ,
\]

all of which must be non-negative. Suppose the errors are independent with standard deviation \(\sigma\). A difference of order \(2n\) then has variance \(\sigma^2\sum_r\binom{2n}r^2=\sigma^2\binom{4n}{2n}\), which gives \(\sqrt6\,\sigma\approx2.45\sigma\) for the second difference and \(\sqrt{70}\,\sigma\approx8.37\sigma\) for the fourth. To first order in the errors, \(L_j\) has standard deviation \(\sigma\sqrt{g_{j-1}^2+g_{j+1}^2+4g_j^2}\). Correlated errors require the covariance matrix instead.

As an example, take two sites with

\[
H=-t\sum_s(c_{1s}^\dagger c_{2s}+c_{2s}^\dagger c_{1s})+U\sum_i n_{i\uparrow}n_{i\downarrow},
\]

\(t=1\) eV, \(U=4\) eV, \(\mu=0.5\) eV and \(T=3000\) K. Then \(\beta=3.868\ \mathrm{eV}^{-1}\), and 20 intervals give \(h=0.1934\ \mathrm{eV}^{-1}\). The orbital is one spin state on site 1, with occupation 0.416. This model is solved in its full 16-state space.

At \(\beta/2\), \(g=0.1885\), \(g'=0.0280\) eV and \(g''=0.0472\ \mathrm{eV}^2\). Therefore

\[
(\ln g)''=\frac{0.0472}{0.1885}-\left(\frac{0.0280}{0.1885}\right)^2
\approx0.250-0.022=0.228\ \mathrm{eV}^2,
\]

which agrees with the variance computed from the poles. The third derivative is positive and the fifth negative, so the odd ones indeed have no common sign. The bound \(\sqrt{n(1-n)}=0.493\) is respected but far from reached, since poles at widely different energies contribute; a single pole would reach it. The off-diagonal function between the sites runs from \(-0.293\) to \(+0.293\).

Five data sets were examined on the 19 interior grid points; the smallest values of all four quantities are in the numerical output. The exact values pass every test. The other sets show what each test can see.

**A truncated frequency sum.** With \(\omega_\nu=(2\nu+1)\pi/\beta\) and \(G(i\omega_\nu)=\int d\varepsilon\,A(\varepsilon)/(i\omega_\nu-\varepsilon)\), the inverse transform is \(g(\tau)=-\beta^{-1}\sum_\nu e^{-i\omega_\nu\tau}G(i\omega_\nu)\). Keep \(M=50\) positive frequencies and their negatives. The omitted part is dominated by the tail \(1/(i\omega_\nu)\), and pairing \(\pm\omega_\nu\) gives

\[
g-g_{\rm cut}\approx\frac2\beta\sum_{\nu\ge M}\frac{\sin\omega_\nu\tau}{\omega_\nu}
\approx\frac{\cos(2\pi M\tau/\beta)}{2\pi M\sin(\pi\tau/\beta)} .
\]

The last step takes \(1/\omega_\nu\approx\beta/(2\pi M)\) out of the sum, to leading order in \(1/M\), and sums the remaining geometric series with a vanishing damping factor. At \(\tau=j\beta/20\) the cosine is \(\cos5\pi j=(-1)^j\), so the error alternates from point to point. At \(j=1\) its size is \(1/(314\times0.156)\approx0.020\), as computed. Near \(\beta/2\) it is 0.0032, too small to make \(g\) negative, but the second difference changes by about \(4\times0.0032=0.013\), compared with a true value near 0.0018. Positivity therefore passes and convexity fails, with a second difference of about \(-0.011\) next to \(\beta/2\) and a smallest value of \(-0.023\) at \(j=17\), nearer the end of the interval, where the error is larger.

The grid matters here. For \(M=40\) the cosine would be 1 at every grid point, and the alternation would be invisible. The error is then smooth on the grid: the second difference stays positive, although \(L_j\) and the fourth difference still turn negative.

Treating the tail analytically, by adding its full sum \(1/2\) and transforming only \(G(i\omega_\nu)-1/(i\omega_\nu)\), reduces the largest absolute error to \(5\times10^{-5}\). All four tests then pass. The smallest fourth difference is nevertheless \(0.9\times10^{-4}\) instead of \(1.4\times10^{-4}\), so passing does not certify every digit.

**Linear interpolation.** If every second point is replaced by the mean of its neighbours, the second difference there is zero; the printed \(-6\times10^{-17}\) is rounding. But

\[
L_j=g_{j-1}g_{j+1}-\left(\frac{g_{j-1}+g_{j+1}}2\right)^2=-\left(\frac{g_{j+1}-g_{j-1}}2\right)^2 ,
\]

which is negative wherever the neighbours differ. The smallest value is \(-1.5\times10^{-3}\). The fourth difference fails as well.

**One shifted point.** Raising the value at \(\beta/2\) by \(s=3\times10^{-4}\), or 0.16% of \(g\), lowers the second difference there by \(2s\), from \(1.78\times10^{-3}\) to \(1.18\times10^{-3}\). It remains positive, and so does \(L_j\). The fourth differences centred on the adjacent points fall by \(4s=1.2\times10^{-3}\), and the smallest becomes \(-1.06\times10^{-3}\). Of the four tests, only this one detects the shift.

That sensitivity requires precise data. For the negative value to exceed three standard deviations, \(\sigma\) must be below \(1.06\times10^{-3}/(3\times8.37)\approx4\times10^{-5}\). For the fourth difference, a finer grid relaxes this limit only a little. For smooth \(g\) and small \(h\), \(\delta^{2n}g\approx h^{2n}g^{(2n)}\), so halving \(h\) divides the true second difference by 4 and the fourth by 16, while their noise at fixed \(\sigma\) is unchanged. With the same shift of one point, the smallest fourth difference then approaches \(-4s\), and its limit on \(\sigma\) rises only towards \(4s/(3\times8.37)\approx5\times10^{-5}\). The second difference gains more: at half the spacing its true value, about \(1.78\times10^{-3}/4\), is already below \(2s\), so it turns negative, though its limit on \(\sigma\) is still only about \(2\times10^{-5}\). At a quarter of the spacing the limit is about \(7\times10^{-5}\), above that of the fourth difference, and on still finer grids it approaches \(2s/(3\times2.45)\approx8\times10^{-5}\).

A significant violation shows that the data cannot be the diagonal Green's function of any Hermitian \(K\) at this \(\beta\). A pass proves less. Multiplying \(g\) by a positive constant other than 1 leaves every sign intact, yet breaks \(g(0^+)+g(\beta^-)=1\), so the endpoint sum must be checked separately. Even then, data for a different Hermitian model at the same temperature would pass.

## Calculated quantities

```
hopping 1.0 eV, repulsion 4.0 eV, mu 0.5 eV
temperature 3000 K, k_B T = 0.25852 eV
beta = 3.86817 1/eV, grid spacing h = 0.19341 1/eV
occupation of the orbital n = 0.41638
main poles: energy (eV), weight
    -2.3284  0.0435
    -1.5000  0.1017
    -0.3284  0.3245
     0.5000  0.1434
     3.3284  0.2534
     4.5000  0.0597
     5.3284  0.0557
tau/beta, g(tau)
  0.00  0.583622
  0.25  0.189153
  0.50  0.188491
  0.75  0.242182
  1.00  0.416378
g(0) + g(beta) = 1.000000
bound sqrt(n(1-n)) on g(beta/2) = 0.49296
derivatives of g at beta/2: order, value (eV^order)
  1  +0.027998
  2  +0.047181
  3  +0.005303
  4  +0.107862
  5  -0.131728
  6  +0.852630
mean pole energy at beta/2 = -0.14854 eV
(ln g)'' at beta/2, from trace = 0.228248 eV^2
variance of pole energy = 0.228248 eV^2
Matsubara frequencies kept (positive) = 50
highest frequency kept = 80.404 eV
largest interior error, cut sum = 2.02e-02
largest interior error, with tail = 5.34e-05
shift of the single point at beta/2 = 3.0e-04
minima: g, 2nd difference, log-convexity product, 4th difference
  exact trace: +1.81e-01, +1.78e-03, +3.06e-04, +1.40e-04
  cut Matsubara sum: +1.78e-01, -2.27e-02, -7.23e-03, -9.20e-02
  sum with tail: +1.81e-01, +1.77e-03, +3.04e-04, +8.78e-05
  linear interpolation: +1.81e-01, -5.55e-17, -1.46e-03, -5.69e-02
  one shifted point: +1.81e-01, +1.18e-03, +1.93e-04, -1.06e-03
off-diagonal -G12 at 0 and beta: -0.29321, +0.29321
noise factor, 2nd difference: sampled 2.454, formula 2.449
noise factor, 4th difference: sampled 8.371, formula 8.367
noise factor, log-convexity at beta/2: sampled 0.4633, formula 0.4625
```
